# Does removing every local step flatten a polished die?

**The argument under review**

The argument concerns chemical-mechanical planarization of a film deposited over a patterned layer. It runs as follows.

"The pad presses on raised areas and not on recessed ones, so raised areas are removed and every step shrinks to zero. A surface without steps is flat. The die is therefore flat once its slowest step has gone. If a height difference across the die is still measured, polishing was stopped too early, and more time will remove it."

The first sentence is sound under conditions given below. The second does not follow from it, and the remedy in the last sentence fails in the ideal density model, for which the first sentence is true. I first work out that model and then identify the assumption on which the outcome depends.

**1. What happens inside one region**

Take a region containing many features. Heights are measured upward from one flat reference plane common to the die. Initially the raised areas are at height $z_0$ and the recessed areas at $z_0-h$, so $h$ is the step height. The raised areas occupy a fraction $\rho$ of the region, its density, with $0<\rho\le 1$. The sidewalls are vertical, so $\rho$ does not change as material is removed. There is one material throughout.

Let $P_0$ be the force on the region divided by its total area $A$. The ideal density model assumes that $P_0$ is the same for every region, whatever the region's height. It also assumes that the pad is too stiff to reach into a recess while a step remains. The pad is thus stiff across a feature and compliant across the die.

While a step exists, the raised area $\rho A$ carries the whole force $P_0A$. Its pressure $p$ follows from

$$p\,\rho A=P_0A\quad\Rightarrow\quad p=\frac{P_0}{\rho}.$$

Preston's law makes the removal rate proportional to pressure and to sliding speed $v$, with a coefficient $k$. An unpatterned film is removed at the rate $K=kvP_0$. The raised areas therefore obey

$$\frac{dz}{dt}=-kv\,\frac{P_0}{\rho}=-\frac{K}{\rho},$$

while the recessed areas stay at $z_0-h$. The step at time $t$ is $h-Kt/\rho$, which vanishes at

$$t_c=\frac{\rho h}{K}.$$

Dense regions clear last, because the same force is spread over more raised area.

After $t_c$ the whole region is in contact, the pressure is $P_0$, and the rate is $K$. The height is then the initial height less the removal in the two phases:

$$z(t)=z_0-\frac{K}{\rho}t_c-K(t-t_c)=z_0-h-Kt+\rho h .$$

Here $Kt_c/\rho=h$ and $Kt_c=\rho h$ were used. The term $-h$ brings the raised surface down to the recessed level. The last term, $+\rho h$, is positive because, during the time $t_c$, the recessed level was spared the removal $Kt_c$ that an unpatterned film would have suffered.

So far the argument under review is right: every region becomes locally flat in a finite time.

**2. Where the inference breaks**

"No steps" compares points within a region. "Flat die" compares regions with each other. For two regions $a$ and $b$ that have both cleared,

$$z_a-z_b=(z_0-h-Kt+\rho_ah)-(z_0-h-Kt+\rho_bh)=h(\rho_a-\rho_b).$$

The denser region is higher. Neither $K$ nor $t$ remains, so further polishing lowers both surfaces equally and leaves their difference alone. Within this model the die becomes flat only if the densities are equal.

The die range, meaning the highest minus the lowest regional surface, is $h(\rho_{\max}-\rho_{\min})$ once the densest region has cleared. As $\rho_{\min}\to0$ and $\rho_{\max}\to1$ it approaches the full original step $h$. The local steps have then been replaced by a height difference of the same size between regions.

Take round model parameters: $z_0=2000$ nm, $h=800$ nm, $K=200$ nm/min, and four wide regions of equal area with densities 0.2, 0.4, 0.6 and 0.8. The densest clears at

$$t_c=\frac{0.8\times800}{200}=3.2\ \text{min}.$$

At 4 min every region has therefore cleared, and its height in nm is

$$z=2000-800-200\times4+800\rho=400+800\rho .$$

This gives 560, 720, 880 and 1040 nm. The range is $1040-560=480$ nm, equal to $800\times(0.8-0.2)$ nm.

These heights were tested against a calculation that does not use the density formula. Each region was divided into 100 cells and pressed by a nearly rigid elastic pad. The contact pressures followed from load balance, and each cell was lowered by Preston's law. The calculation gives the same four heights, with a largest local step that is zero to the printed 0.001 nm. The range is 480 nm at 4 min and still 480 nm at 5 min. The extra minute removed 200 nm of film everywhere and gained no flatness.

**3. The difference was there from the start**

The result can be reached without following the steps. The initial mean height of a region is

$$m(0)=\rho z_0+(1-\rho)(z_0-h)=z_0-h+\rho h .$$

For any distribution of pressure inside the region, the mean removal rate is $kv$ times the mean pressure. The mean pressure is $P_0$ by load balance, so

$$\frac{dm}{dt}=-kvP_0=-K,\qquad m(t)=z_0-h+\rho h-Kt .$$

When the region is locally flat, its surface height equals its mean height, and the formula of section 1 returns. Polishing has redistributed removal within each region, but every region has lost the same mean thickness $Kt$. In the example the initial means are 1360, 1520, 1680 and 1840 nm. Their range is already 480 nm. At the outset it is hidden because all raised surfaces share the height $z_0$.

This reading also shows what to do if the regions start with different step heights or with sloping sidewalls. If all regions carry equal load, the removal rate is proportional to pressure, and the regions end locally flat, their final differences are the differences of their initial mean heights. The proportionality is needed: for a rate varying as $p^n$, as with some slurries, the raised areas under a stiff pad descend at $K/\rho^n$ and the lasting difference becomes $h(\rho_a^n-\rho_b^n)$. The product $h(\rho_a-\rho_b)$ is the special case of a common $z_0$, a common $h$ and vertical walls.

**4. A softer pad does not rescue the argument**

It might be objected that a real pad bends into recesses before the step has gone. Let the pad respond locally like a bed of springs. A cell at height $z_i$ then carries the pressure

$$\frac{p_i}{P_0}=\max\!\left(0,\frac{z_i-d}{s}\right),$$

where $s$ is the pad compression under the nominal pressure. The level $d$ is set separately in each region so that the mean of $p_i/P_0$ is one.

While only raised cells touch, load balance reads $\rho(z_{\rm up}-d)/s=1$, so $z_{\rm up}-d=s/\rho$. The recessed cells are reached when they stand at the level $d$, that is, when the remaining step $\delta$ equals $s/\rho$. For $s<\rho h$, the raised cells have by then been lowered by $h-s/\rho$ at the rate $K/\rho$. The contact time is

$$t_1=\frac{\rho}{K}\left(h-\frac{s}{\rho}\right)=\frac{\rho h-s}{K}.$$

From then on both levels are polished, and subtracting their rates eliminates $d$:

$$\frac{d\delta}{dt}=-K\,\frac{z_{\rm up}-d}{s}+K\,\frac{z_{\rm down}-d}{s}=-\frac{K}{s}\,\delta,$$

$$\delta(t)=\frac{s}{\rho}\,e^{-K(t-t_1)/s}.$$

The step now decays exponentially instead of ending at a definite time. The regional mean still falls at the rate $K$, since section 3 made no use of pad stiffness within the region. The raised surface lies above the mean by

$$z_{\rm up}-[\rho z_{\rm up}+(1-\rho)z_{\rm down}]=(1-\rho)\delta,$$

which vanishes with the step. The final difference between regions is therefore unchanged.

For $s=50$ nm and $\rho=0.8$ the formula gives $t_1=(640-50)/200=2.95$ min, and the cell calculation records first removal from the recess at 2.952 min. At 5 min the largest remaining step is 0.017 nm, yet the range is again 480 nm. Local softness changes how the steps disappear, not what is left between regions once they have gone.

**5. Why a falling range can mislead**

The argument might appeal to measurements during polishing: if the range is seen to fall, should it not continue to zero? Consider the raised surfaces, which become the regional surfaces after clearing. Before any region clears, their heights are $z_0-Kt/\rho$, and the range grows from zero as

$$R(t)=Kt\left(\frac1{\rho_{\min}}-\frac1{\rho_{\max}}\right).$$

At a given time the height increases with $\rho$ in both the uncleared and the cleared expressions, and these join continuously at $\rho=Kt/h$. The two extreme densities therefore determine the range at all times. When the sparsest region clears, at $t=\rho_{\min}h/K$,

$$R_{\rm peak}=\rho_{\min}h\left(\frac1{\rho_{\min}}-\frac1{\rho_{\max}}\right)=h\left(1-\frac{\rho_{\min}}{\rho_{\max}}\right).$$

Afterwards the sparsest region is removed at the rate $K$, while the densest is still removed at $K/\rho_{\max}$. The range becomes

$$R(t)=\left(z_0-\frac{Kt}{\rho_{\max}}\right)-(z_0-h-Kt+\rho_{\min}h)$$

$$\phantom{R(t)}=h(1-\rho_{\min})-Kt\left(\frac1{\rho_{\max}}-1\right).$$

For $\rho_{\max}<1$ this falls, but only until the densest region clears. Inserting $t=\rho_{\max}h/K$ gives

$$R=h(1-\rho_{\min})-h(1-\rho_{\max})=h(\rho_{\max}-\rho_{\min}),$$

and there it stays.

In the example the range rises to $800\times(1-0.2/0.8)=600$ nm at 0.8 min. It then falls to 480 nm at 3.2 min. The cell calculation, with $s=0.5$ nm, finds a peak of 599.7 nm at 0.803 min. The small differences come mainly from the finite pad compression: the recess in the sparsest region is reached while a step of $s/\rho=2.5$ nm remains, which rounds the corner of $R(t)$. The exponential step decay of section 4 places the rounded peak at 0.804 min, and the finite time step of 0.001 min moves it to the printed 0.803 min. Extrapolating the falling part to zero would mistake a transient for a trend.

**6. The assumption that decides the matter**

The conclusion rests on equal load for every region. To see its weight, take the opposite limit: a pad rigid across the whole die, so that all regions share one load. The die then behaves as a single region with the mean density $\bar\rho$. All raised areas start at $z_0$ and carry the same pressure $P_0/\bar\rho$, so they descend together and clear together at $\bar\rho h/K$.

In this limit a region of density $\rho$ carries the mean pressure $\rho P_0/\bar\rho$ until clearing. Its mean height falls by

$$K\,\frac{\rho}{\bar\rho}\times\frac{\bar\rho h}{K}=\rho h .$$

This is the excess mean height that its raised material gave it. Dense regions receive the additional load needed to remove their additional material, and the die ends flat.

For the four densities $\bar\rho=0.5$, and the common height at 4 min is $2000-800-800+0.5\times800=800$ nm. The cell calculation with one shared load gives 800 nm and a range that is zero to the printed digits. The features, the removal law and the local pad compression are the same as before. The change in load sharing alone has removed the 480 nm.

Between the limits, suppose that all steps have gone and that a region standing above the die mean $\bar m$ receives slightly more load. To leading order, let its mean pressure be $P_0[1+(m-\bar m)/S]$, where the length $S$ measures how compliant the pad is across the die. For two regions the difference $D=m_a-m_b$ then obeys

$$\frac{dD}{dt}=-K\,\frac{m_a-\bar m}{S}+K\,\frac{m_b-\bar m}{S}=-\frac KS D,$$

$$D(t)=D(0)\,e^{-Kt/S},$$

with $t$ now counted from the end of step removal. The ideal density model is the limit $S\to\infty$. For finite $S$, longer polishing does help, but reducing the difference by a factor $e$ costs a film thickness $S$ over the whole die. The residual is effectively permanent when the film that can be spared is much thinner than $S$. This linear estimate requires $|m-\bar m|\ll S$ and was not part of the numerical calculation. No value of $S$ is derived here, so whether a given pad and die lie near the ideal limit has to be established by measurement.

**7. Which density enters**

The regions so far were wide compared with the distance over which the pad shares load. For finer variations, the density model replaces the layout density by an effective density $\rho_{\rm eff}$, a moving average over that distance. Layout density here means the raised fraction of the deposited film surface, which on a real wafer differs from the density of the underlying pattern because deposition widens or narrows the features. Raised areas are removed at $K/\rho_{\rm eff}$ until the local step is gone, and at $K$ thereafter. The integration in section 1 then goes through with $\rho_{\rm eff}$ in place of $\rho$, and the final difference between two points is $h$ times their difference in effective density.

Consider alternating stripes of width $b$ with layout densities $\rho_1<\rho_2$, averaged uniformly over a window of width $w$ across the stripes, where $b\le w\le2b$. The window is no longer than one period $2b$, so it holds at most a length $b$ of dense stripe. It does so when centred on that stripe, the remaining $w-b$ being sparse. Exchanging the two densities gives the minimum:

$$\rho_{\rm eff}^{\max}=\frac{b\rho_2+(w-b)\rho_1}{w},\qquad
\rho_{\rm eff}^{\min}=\frac{b\rho_1+(w-b)\rho_2}{w}.$$

Subtracting, the coefficient of $\rho_2-\rho_1$ is $[b-(w-b)]/w$, so the final range is

$$R=h(\rho_2-\rho_1)\,\frac{2b-w}{w}.$$

It equals the full layout value at $w=b$ and vanishes at $w=2b$, where every window contains both stripes equally.

With $b=3$ mm, $w=4$ mm and layout densities 0.2 and 0.8, the effective density runs from 0.35 to 0.65. The range is $800\times0.30=240$ nm, half of what the layout densities would suggest. Integrating the removal rates point by point over the stripes gives the same value.

The rule is a closure, not a solution of the contact problem. During step removal the local mean rate is $K\rho/\rho_{\rm eff}$ with $\rho$ the layout density, so the equal-loss argument of section 3 no longer holds point by point. That is how the range can fall below the initial difference in stripe means. Nothing in the rule forces the average of $\rho/\rho_{\rm eff}$ over the die to be one, so the rule does not in general conserve the total load at each instant.

**8. Correction requested**

The claim that a remaining die-scale difference proves insufficient polishing should be withdrawn. A height trace across one feature can show that its step has gone, but it cannot show that the die is flat. That requires heights from regions of different density, referred to a common plane. If the steps have gone in both regions and the difference then stays constant while both surfaces descend, the polishing time is not the cause. While steps remain, a constant difference does not show this: a denser region that carries proportionally more load descends as fast as a sparser one, and the difference may still change after clearing.

Within the ideal model, the effective levers are the initial step height and the spread of effective density. Suppose fill structures of the same height raise every density below 0.6 to 0.6. The spread falls from 0.6 to 0.2, and the final range from 480 nm to $800\times0.2=160$ nm, as the cell calculation confirms. The price is a later clearing time in the filled regions: the sparsest now clears at 2.4 min instead of 0.8 min. For these wide regions the time for the whole die is still set by the density of 0.8 and remains 3.2 min. Where fill lies within the averaging window of a dense area it also raises that area's effective density: for the stripes of section 7 the maximum goes from 0.65 to $(3\times0.8+0.6)/4=0.75$, and the clearing time from 2.6 to 3.0 min. The numerical output below lists the values for each region and for both limits of load sharing.

## Table of computed values

```
initial raised height z0: 2000 nm
initial step height h: 800 nm
blanket removal rate K: 200 nm/min
stiff pad compression s: 0.5 nm
cells per region: 100; time step: 0.001 min
density 0.2:
  raised-area rate K/rho: 1000.0 nm/min
  clearing time, formula: 0.800 min
  first recess contact, simulated: 0.799 min
  initial mean height: 1360.0 nm
  simulated height at 4 min: 560.0 nm
density 0.4:
  raised-area rate K/rho: 500.0 nm/min
  clearing time, formula: 1.600 min
  first recess contact, simulated: 1.599 min
  initial mean height: 1520.0 nm
  simulated height at 4 min: 720.0 nm
density 0.6:
  raised-area rate K/rho: 333.3 nm/min
  clearing time, formula: 2.400 min
  first recess contact, simulated: 2.399 min
  initial mean height: 1680.0 nm
  simulated height at 4 min: 880.0 nm
density 0.8:
  raised-area rate K/rho: 250.0 nm/min
  clearing time, formula: 3.200 min
  first recess contact, simulated: 3.199 min
  initial mean height: 1840.0 nm
  simulated height at 4 min: 1040.0 nm
largest local step at 4 min: 0.000 nm
die range at 4 min, simulated: 480.0 nm
die range at 5 min, simulated: 480.0 nm
die range, formula: 480.0 nm
peak range, simulated: 599.7 nm
peak range, formula: 600.0 nm
time of simulated peak: 0.803 min
soft pad compression: 50 nm
soft pad, recess contact at density 0.8: 2.952 min
soft pad, largest step at 5 min: 0.017 nm
soft pad, die range at 5 min: 480.0 nm
die-rigid pad, range at 4 min: 0.000 nm
die-rigid pad, height at 4 min: 800.0 nm
lowest density after fill: 0.6
die range after fill: 160.0 nm
stripe width: 3 mm; window: 4 mm
stripe layout densities: 0.2, 0.8
effective densities: 0.35 to 0.65
stripe range, integrated: 240.0 nm
stripe range, formula: 240.0 nm
```
